# Second Hyperpolarizability of the Hydrogen 1s State

## Result and conventions

An electron of mass $m_e$ and charge $-e$ is bound to a point nucleus of charge $Ze$ that is held fixed. A uniform static field $F$ points along $z$. The electron is treated nonrelativistically and its spin is ignored. The perturbation series for the energy of the 1s level is written

$$E(F)=E(0)-\tfrac12\alpha F^2-\tfrac1{24}\gamma F^4-\dots \tag{1}$$

The coefficient $\gamma$ is the second hyperpolarizability, and its value is

$$\gamma=\frac{10665}{8}\,\frac{e^4a^4}{W^3},\qquad a=\frac{4\pi\varepsilon_0\hbar^2}{m_eZe^2},\qquad W=\frac{\hbar^2}{m_ea^2}. \tag{2}$$

Since $a\propto Z^{-1}$ and $W\propto Z^2$, it follows that $\gamma\propto Z^{-10}$. For $Z=1$ the factor $e^4a^4/W^3$ is the atomic unit of $\gamma$. The number $10665/8$ belongs to the factor $1/24$ in (1); another convention for the series changes it.

The meaning of $\gamma$ is clearest in the induced dipole moment. The field enters the Hamiltonian as $+eFz$, so $\partial H/\partial F=ez$, which is minus the dipole operator $-ez$. The Hellmann–Feynman theorem then gives

$$p=-\frac{dE}{dF}=\alpha F+\tfrac16\gamma F^3+\dots \tag{3}$$

A positive $\gamma$ means that, in weak fields, the ratio $p/F$ rises above $\alpha$ as the field grows: the atom becomes easier to polarize.

## Scaling with the nuclear charge

The Hamiltonian is

$$H=-\frac{\hbar^2}{2m_e}\nabla^2-\frac{Ze^2}{4\pi\varepsilon_0r}+eFz. \tag{4}$$

Set $\mathbf r=a\boldsymbol\rho$ and $z=a\zeta$. The kinetic prefactor becomes $\hbar^2/(2m_ea^2)=W/2$. The definition of $a$ gives $Ze^2/(4\pi\varepsilon_0)=\hbar^2/(m_ea)$, so the Coulomb prefactor is $\hbar^2/(m_ea^2)=W$. Therefore

$$H=W\left[-\tfrac12\nabla_\rho^2-\frac1\rho+f\zeta\right],\qquad f=\frac{eFa}{W}. \tag{5}$$

The bracket contains $Z$ through $f$ alone. Its 1s eigenvalue has a series $\varepsilon(f)=-\frac12+\varepsilon_2f^2+\varepsilon_4f^4+\dots$ with pure numbers as coefficients. Odd powers are absent because the inversion $\boldsymbol\rho\to-\boldsymbol\rho$ turns $f$ into $-f$ without changing the spectrum, and the 1s level is nondegenerate apart from spin.

Comparing $E=W\varepsilon(f)$ with (1), power by power, gives

$$\alpha=-2\varepsilon_2\frac{e^2a^2}{W},\qquad \gamma=-24\,\varepsilon_4\frac{e^4a^4}{W^3}. \tag{6}$$

Hence $\alpha\propto Z^{-2}Z^{-2}=Z^{-4}$ and $\gamma\propto Z^{-4}Z^{-6}=Z^{-10}$. The cubic term of the dipole shows where the ten powers come from. The natural dipole $ea$ supplies one factor $Z^{-1}$, and $f^3$ supplies $Z^{-9}$, because the natural field $W/(ea)$ grows as $Z^3$.

Inserting $W$ and then $a$ into (6) displays all constants:

$$\frac{e^4a^4}{W^3}=\frac{e^4a^{10}m_e^3}{\hbar^6}=\frac{(4\pi\varepsilon_0)^{10}\hbar^{14}}{m_e^7e^{16}Z^{10}}. \tag{7}$$

It remains to find $\varepsilon_4$.

## The fourth-order energy from the second-order state

Let $H_0=-\frac12\nabla^2-1/\rho$, $\varepsilon_0=-\frac12$ and $\psi_0=e^{-\rho}/\sqrt\pi$. Insert $\psi=\sum_kf^k\psi_k$ into the eigenvalue equation and collect powers of $f$:

$$(H_0-\varepsilon_0)\psi_1=-\zeta\psi_0, \tag{8}$$
$$(H_0-\varepsilon_0)\psi_2=\varepsilon_2\psi_0-\zeta\psi_1, \tag{9}$$
$$(H_0-\varepsilon_0)\psi_3=\varepsilon_2\psi_1-\zeta\psi_2, \tag{10}$$
$$(H_0-\varepsilon_0)\psi_4=\varepsilon_4\psi_0+\varepsilon_2\psi_2-\zeta\psi_3. \tag{11}$$

All functions are real, and $\psi_1$ is chosen odd under inversion. Projection on $\psi_0$ makes the left sides vanish, because $H_0$ is Hermitian and $(H_0-\varepsilon_0)\psi_0=0$. From (9) and (11),

$$\varepsilon_2=\langle0|\zeta|1\rangle,\qquad \varepsilon_4=\langle0|\zeta|3\rangle-\varepsilon_2\langle0|2\rangle. \tag{12}$$

The function $\psi_3$ is not needed. Use (8) to replace $\zeta\psi_0$, move $H_0-\varepsilon_0$ to the right, and then use (10):

$$\langle0|\zeta|3\rangle=-\langle1|H_0-\varepsilon_0|3\rangle=\langle1|\zeta|2\rangle-\varepsilon_2\langle1|1\rangle.$$

Thus

$$\varepsilon_4=\langle1|\zeta|2\rangle-\varepsilon_2\big(\langle1|1\rangle+\langle0|2\rangle\big). \tag{13}$$

Equation (9) fixes $\psi_2$ up to a multiple of $\psi_0$. Adding $c'\psi_0$ to $\psi_2$ changes (13) by $c'(\langle1|\zeta|0\rangle-\varepsilon_2)$, which is zero by (12). We may therefore choose $\langle0|2\rangle=0$.

## Factoring out the ground state

Write $\psi_k=g_k\psi_0$. Since $\nabla\psi_0=-\hat{\boldsymbol\rho}\,\psi_0$,

$$\nabla^2(g\psi_0)=\psi_0\nabla^2g-2\psi_0\frac{\partial g}{\partial\rho}+g\nabla^2\psi_0.$$

The last term combines with $-1/\rho-\varepsilon_0$ to give $g(H_0-\varepsilon_0)\psi_0=0$. What remains is

$$(H_0-\varepsilon_0)(g\psi_0)=\psi_0\left(-\tfrac12\nabla^2g+\frac{\partial g}{\partial\rho}\right). \tag{14}$$

For $g=\rho^kP_l(\cos\theta)$, the Laplacian gives $[k(k+1)-l(l+1)]\rho^{k-2}P_l$. The operator in parentheses in (14) therefore acts on the radial factor as

$$\rho^k\;\to\;k\rho^{k-1}-\tfrac12\big[k(k+1)-l(l+1)\big]\rho^{k-2}. \tag{15}$$

This rule turns each differential equation into a comparison of powers.

**First order.** The source in (8) is $-\rho\cos\theta$, so $l=1$. By (15), $\rho\to1$ and $\rho^2\to2\rho-2$. For $g_1=(b_1\rho+b_2\rho^2)\cos\theta$ we need $2b_2=-1$ and $b_1-2b_2=0$. Hence

$$g_1=-\left(\rho+\tfrac12\rho^2\right)\cos\theta. \tag{16}$$

No other admissible solution exists in this channel. The difference of two regular, normalizable solutions would be a bound state with $l=1$ at energy $-\frac12$, and hydrogen has none.

Averages $\langle\cdots\rangle$ over $\psi_0^2$ require the moments

$$\langle\rho^n\rangle=4\int_0^\infty\rho^{n+2}e^{-2\rho}\,d\rho=\frac{(n+2)!}{2^{n+1}}. \tag{17}$$

For $n=2,\dots,7$ they are $3,\ \frac{15}2,\ \frac{45}2,\ \frac{315}4,\ 315,\ \frac{2835}2$. The angular average of $\cos^2\theta$ is $\frac13$, so (12) and (16) give

$$\varepsilon_2=-\tfrac13\left\langle\rho^2+\tfrac12\rho^3\right\rangle=-\tfrac13\left(3+\tfrac{15}4\right)=-\tfrac94. \tag{18}$$

By (6), the polarizability is $\alpha=\frac92e^2a^2/W$.

## The second-order equation in its s and d channels

The field acts on the p-type function $\psi_1$ and produces s and d functions. Explicitly, (9), (14) and (16) give

$$-\tfrac12\nabla^2g_2+\frac{\partial g_2}{\partial\rho}=\varepsilon_2+\left(\rho^2+\tfrac12\rho^3\right)\cos^2\theta. \tag{19}$$

With $P_2=(3\cos^2\theta-1)/2$, we have $\cos^2\theta=\frac13+\frac23P_2$. Set $g_2=S(\rho)+D(\rho)P_2(\cos\theta)$. The Legendre polynomials are independent, so (19) separates:

$$-\tfrac12S''-\frac{S'}\rho+S'=\varepsilon_2+\tfrac13\rho^2+\tfrac16\rho^3, \tag{20}$$
$$-\tfrac12D''-\frac{D'}\rho+\frac{3D}{\rho^2}+D'=\tfrac23\rho^2+\tfrac13\rho^3. \tag{21}$$

**The s channel.** Rule (15) with $l=0$ gives

$$\rho^4\to4\rho^3-10\rho^2,\quad \rho^3\to3\rho^2-6\rho,\quad \rho^2\to2\rho-3,\quad \rho\to1-\frac1\rho.$$

Let $S=s_4\rho^4+s_3\rho^3+s_2\rho^2+s_1\rho+c$. Comparing powers in (20):

- $\rho^3$: $4s_4=\frac16$, so $s_4=\frac1{24}$.
- $\rho^2$: $3s_3-10s_4=\frac13$, so $3s_3=\frac13+\frac5{12}=\frac34$ and $s_3=\frac14$.
- $\rho^1$: $2s_2-6s_3=0$, so $s_2=\frac34$.
- $\rho^0$: $s_1-3s_2=\varepsilon_2$, so $s_1=\varepsilon_2+\frac94$.
- $\rho^{-1}$: $-s_1=0$.

The last two lines require $\varepsilon_2=-\frac94$, in agreement with (18). The polynomial solution thus carries its own check on the second-order energy. The constant $c$ is free, as expected, and the choice $\langle0|2\rangle=\langle S\rangle=0$ fixes it:

$$c=-\left(\frac{1}{24}\cdot\frac{45}{2}+\frac14\cdot\frac{15}{2}+\frac34\cdot3\right)=-\left(\frac{15}{16}+\frac{15}8+\frac94\right)=-\frac{81}{16}.$$

The d part does not enter this condition, since $P_2$ averages to zero. Therefore

$$S=\frac{\rho^4}{24}+\frac{\rho^3}4+\frac{3\rho^2}4-\frac{81}{16}. \tag{22}$$

**The d channel.** With $l=2$, rule (15) gives

$$\rho^4\to4\rho^3-7\rho^2,\qquad \rho^3\to3\rho^2-3\rho,\qquad \rho^2\to2\rho.$$

For $D=d_4\rho^4+d_3\rho^3+d_2\rho^2$, equation (21) requires $4d_4=\frac13$, then $3d_3-7d_4=\frac23$, then $2d_2-3d_3=0$. The first gives $d_4=\frac1{12}$. The second gives $3d_3=\frac23+\frac7{12}=\frac54$, so $d_3=\frac5{12}$, and the third gives $d_2=\frac58$. Hence

$$D=\frac{\rho^4}{12}+\frac{5\rho^3}{12}+\frac{5\rho^2}8. \tag{23}$$

The solution is unique for the same reason as in first order: there is no bound d state at energy $-\frac12$.

## Assembling the fourth-order energy

With $\langle0|2\rangle=0$, equation (13) has three parts: the s and d contributions to $\langle1|\zeta|2\rangle$, and the normalization term $-\varepsilon_2\langle1|1\rangle$. By (16), $\zeta g_1=-(\rho^2+\frac12\rho^3)\cos^2\theta$.

**The s part.** The angular average is $\frac13$. Multiplying out with (22),

$$\left(\rho^2+\tfrac12\rho^3\right)S=\frac{\rho^7}{48}+\frac{\rho^6}6+\frac{5\rho^5}8+\frac{3\rho^4}4-\frac{81}{16}\left(\rho^2+\tfrac12\rho^3\right).$$

The moments (17) give, in the same order,

$$\frac{945}{32}+\frac{105}2+\frac{1575}{32}+\frac{135}8-\frac{81}{16}\cdot\frac{27}4=\frac{1185}8-\frac{2187}{64}=\frac{7293}{64}.$$

The s part is therefore $-\frac13\cdot\frac{7293}{64}=-\frac{2431}{64}$.

**The d part.** The angular average of $\cos^2\theta\,P_2$ is $\frac23\langle P_2^2\rangle=\frac23\cdot\frac15=\frac2{15}$. From (23),

$$\left(\rho^2+\tfrac12\rho^3\right)D=\frac{\rho^7}{24}+\frac{7\rho^6}{24}+\frac{35\rho^5}{48}+\frac{5\rho^4}8,$$

whose average is

$$\frac{945}{16}+\frac{735}8+\frac{3675}{64}+\frac{225}{16}=\frac{14235}{64}.$$

The d part is $-\frac2{15}\cdot\frac{14235}{64}=-\frac{949}{32}$.

**The normalization part.** From (16),

$$\langle1|1\rangle=\tfrac13\left\langle\rho^2+\rho^3+\tfrac14\rho^4\right\rangle=\tfrac13\left(3+\tfrac{15}2+\tfrac{45}8\right)=\tfrac{43}8,$$

so $-\varepsilon_2\langle1|1\rangle=\frac94\cdot\frac{43}8=\frac{387}{32}$.

The sum is

$$\varepsilon_4=-\frac{2431}{64}-\frac{949}{32}+\frac{387}{32}=-\frac{3555}{64}. \tag{24}$$

Equation (6) now gives the coefficient $24\cdot\frac{3555}{64}=\frac{10665}8=1333.125$ stated in (2).

The signs can be understood without the integrals. Projecting (9) on the s or d component $\chi$ of $\psi_2$, with $\langle0|\chi\rangle=0$, gives $\langle\chi|\zeta|1\rangle=-\langle\chi|H_0-\varepsilon_0|\chi\rangle$. This is negative, because $\chi$ is orthogonal to the ground state and every other state of $H_0$ lies higher. Both channels thus lower the energy and raise $\gamma$. The normalization term is positive because $\varepsilon_2<0$, and it lowers $\gamma$. In units of $e^4a^4/W^3$, the s, d and normalization contributions to $\gamma$ are $911.625$, $711.75$ and $-290.25$. Leaving out the d channel would remove more than half of the total.

A sum over pseudostates, with the same basis exponent for $Z=1,2,3$, reproduces the channel parts and the power $Z^{-10}$. Diagonalization in finite fields gives a coefficient of $1333.126$ for $Z=1$.

## Where the result applies

For any $F>0$ the potential in (5) falls without bound along the negative $\zeta$ axis (for $F<0$, along the positive one), so the electron can eventually escape and the level is a resonance. Equation (1) is understood as an expansion for $F\to0$ whose coefficients are defined by (8)–(11); it does not describe the ionization rate.

A scale for strong fields follows from the potential on that axis, $-1/\rho-f\rho$. It has its maximum at $\rho=f^{-1/2}$, with height $-2\sqrt f$. This barrier top drops to the unperturbed level $-\frac12$ at $f=\frac1{16}$. The expansion is meant for $f$ well below this value.

The fixed nucleus is also an approximation. In neutral hydrogen the field couples to the relative coordinate alone, so a nuclear mass $M$ is included by replacing $m_e$ with the reduced mass $m_eM/(m_e+M)$. By (7), this multiplies $\gamma$ by $(1+m_e/M)^7$, an increase of a few parts in a thousand. An ion with $Z>1$ has a net charge and is accelerated by the field as a whole; for it, (2) describes the electronic response about a nucleus held in place.

## Example: H and He⁺ in the same field

All numbers in this example refer to the nonrelativistic fixed-nucleus model, and their digits serve to compare the series with diagonalization in that same model. For real hydrogen the reduced mass raises $\gamma$ by about $0.4\%$. By (6), $\alpha\propto m_e^{-3}$, so it also multiplies $\alpha$ by $(1+m_e/M)^3$; this changes the quadratic shift below by roughly $10\ \mathrm{\mu eV}$, which is comparable to the quartic shift. Relativity is left out as well. In the Dirac equation $\alpha$ is lower by a fraction of about $5.5\times10^{-5}$ for H and $2.2\times10^{-4}$ for He⁺. This moves the quadratic shifts below by about $+0.32\ \mathrm{\mu eV}$ and $+0.08\ \mathrm{\mu eV}$, which is more than the remainder quoted for H and more than the quartic shift of He⁺.

For $Z=1$ the unit (7) is $6.2354\times10^{-65}\ \mathrm{C^4\,m^4\,J^{-3}}$, so

$$\gamma_{\mathrm H}=1333.125\times6.2354\times10^{-65}=8.313\times10^{-62}\ \mathrm{C^4\,m^4\,J^{-3}}.$$

For He⁺ this is divided by $2^{10}=1024$, which gives $8.118\times10^{-65}\ \mathrm{C^4\,m^4\,J^{-3}}$.

Take $F=5\times10^9\ \mathrm{V/m}$. The natural field for $Z=1$ is $W/(ea)=5.1422\times10^{11}\ \mathrm{V/m}$, so $f=0.009723$, well below $\frac1{16}$. With $\alpha_{\mathrm H}=7.4195\times10^{-41}\ \mathrm{C^2\,m^2\,J^{-1}}$, the quadratic shift $-\frac12\alpha F^2$ is $-5788.61\ \mathrm{\mu eV}$. The ratio of the quartic to the quadratic shift is

$$\frac{\varepsilon_4f^2}{\varepsilon_2}=\frac{3555/64}{9/4}\,f^2=\frac{395}{16}\,(0.009723)^2=0.00233,$$

and the quartic shift is $-13.51\ \mathrm{\mu eV}$. Together they give $-5802.12\ \mathrm{\mu eV}$. Diagonalization in the same field, within a finite basis that represents the level without its ionization width, gives $-5802.23\ \mathrm{\mu eV}$. The remainder, $-0.115\ \mathrm{\mu eV}$, is about $0.8\%$ of the quartic shift and measures what the series cut at $F^4$ leaves out.

For He⁺ the quadratic shift is smaller by $2^4=16$, at $-361.79\ \mathrm{\mu eV}$, and the quartic shift is smaller by $1024$, at $-0.0132\ \mathrm{\mu eV}$. Their ratio has fallen by $2^6=64$ to $3.65\times10^{-5}$, because $f$ is eight times smaller and the ratio is proportional to $f^2$. The more tightly bound ion responds less, and its response is also much closer to linear.

## Table of computed values

```
1s moments <r^n>, n = 2..7 (a.u.): 3, 15/2, 45/2, 315/4, 315, 2835/2
e2, coefficient of F^2 (a.u.): -9/4
alpha (a.u.): 9/2
constant c in S (a.u.): -81/16
<1|1> (a.u.): 43/8
s part of e4 (a.u.): -2431/64 = -37.984375
d part of e4 (a.u.): -949/32 = -29.65625
normalization part of e4 (a.u.): 387/32 = 12.09375
e4, coefficient of F^4 (a.u.): -3555/64 = -55.546875
gamma (a.u.): 10665/8 = 1333.125
gamma parts s, d, normalization (a.u.): 911.625 711.75 -290.25
pseudostate sum, Z=1: s part of e4 (a.u.): -37.984375
pseudostate sum, Z=1: d part of e4 (a.u.): -29.656250
pseudostate sum, gamma for Z=1 (a.u.): 1333.125
pseudostate sum, gamma for Z=2 (a.u.): 1.30188
pseudostate sum, gamma for Z=3 (a.u.): 0.02257659
exponent of Z from Z=1 and Z=3 (no unit): -10.000000
finite fields used, smallest and largest (a.u.): 0.0025 0.0100
gamma from finite-field energies (a.u.): 1333.126
gamma from finite-field dipoles (a.u.): 1333.13
length a for Z=1 (m): 5.291772e-11
energy W for Z=1 (J): 4.359745e-18
field unit W/(e a) for Z=1 (V/m): 5.142207e+11
unit of gamma, e^4 a^4/W^3 for Z=1 (C^4 m^4 J^-3): 6.235380e-65
alpha of H (C^2 m^2 J^-1): 7.41950e-41
gamma of H (C^4 m^4 J^-3): 8.31254e-62
gamma of He+ (C^4 m^4 J^-3): 8.11772e-65
example field (V/m): 5.0e+09
example scaled field f for Z=1 (no unit): 0.009723
H: quadratic shift (micro-eV): -5788.60780
H: quartic shift (micro-eV): -13.51115
H: shift from diagonalization (micro-eV): -5802.23358
H: remainder beyond F^4 (micro-eV): -0.114633
H: quartic/quadratic (no unit): 2.3341e-03
He+: quadratic shift (micro-eV): -361.78799
He+: quartic shift (micro-eV): -0.01319
He+: shift from diagonalization (micro-eV): -361.80118
He+: remainder beyond F^4 (micro-eV): -0.000002
He+: quartic/quadratic (no unit): 3.6470e-05
```
